# Infrared Selection Rule for Si–H Stretches in a Cubic Silsesquioxane Cage, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Symmetry of the eight stretches

### 1. What goes wrong without the result

Hydrogen silsesquioxane (HSQ) is an electron-beam resist whose Si–H bonds are consumed as the material cross-links. The infrared band of the Si–H stretch, near 2250 cm$^{-1}$, therefore serves to follow exposure and curing. An idealised building unit of the resist is the cage H$_8$Si$_8$O$_{12}$, which has eight equivalent Si–H bonds.

Two easy readings of that band are wrong. The first says that equivalent bonds vibrate at one frequency, so that the cage has a single stretching level. In fact the bonds are coupled, and a cubic cage has four levels. The second accepts the four levels and assigns four features of an infrared spectrum to them. In a cage of full cubic symmetry three of the four do not absorb. Structure in the infrared band must then come from something else: broken symmetry, a different molecule, or a different kind of transition.

The correct statement is this. The eight stretches form the symmetry species $A_{1g}+A_{2u}+T_{1u}+T_{2g}$, and of their fundamentals, the transitions from the ground state to a level with one stretching quantum, only $T_{1u}$ is allowed in electric-dipole absorption. The statement concerns the Si–H stretches. The cage has other vibrations, and some of those absorb too.

### 2. Geometry and symmetry operations

Place the silicon atoms at the corners of a cube centred on the origin. Label a corner by its signs,

$$\mathbf s=(s_x,s_y,s_z),\qquad s_\alpha=\pm1 .$$

Each hydrogen lies outward from its silicon, along the unit vector $\mathbf n=\mathbf s/\sqrt3$. An oxygen bridges each of the twelve edges, displaced outward from the midpoint of the edge.

The symmetry group $O_h$ consists of all operations that permute the axes $x,y,z$ and reverse any of them. There are $3!=6$ permutations and $2^3=8$ choices of sign, hence 48 operations. Each is a matrix $R$ with one entry $\pm1$ in every row and column. Let $\epsilon(R)$ be the product of its three nonzero entries.

Let $q_i$ be the extension of bond $i$, positive when the bond lengthens. A vibration pattern is a set of eight amplitudes, that is, a function $w(\mathbf s)$ on the corners. An operation carries the pattern to new corners but does not change its signs, because an outward extension remains an outward extension. This is why the eight stretches transform like eight plain numbers attached to the corners.

### 3. The four species, constructed explicitly

Because $s_\alpha^2=1$, every polynomial in the signs reduces to a combination of eight products:

$$1;\qquad s_x,\ s_y,\ s_z;\qquad s_ys_z,\ s_zs_x,\ s_xs_y;\qquad s_xs_ys_z .$$

Divide each by $\sqrt8$. The patterns are then orthonormal: the square of each product is 1 at all eight corners, and the product of two different ones contains at least one unpaired sign, so its sum over $\pm1$ vanishes. Eight orthonormal patterns form a complete basis for eight bonds.

Now apply an operation $R$.

- The constant is unchanged. All bonds stretch together. This is $A_{1g}$.
- The functions $s_x,s_y,s_z$ transform among themselves as the components of a vector. This is $T_{1u}$.
- The product $s_xs_ys_z$ is multiplied by $\epsilon(R)$, since permuting the axes leaves it alone and each reversed axis gives a minus sign. This is $A_{2u}$. Neighbouring corners move in opposite phase.
- The pair products obey $s_ys_z=s_x(s_xs_ys_z)$ and its cyclic partners. They therefore transform as a vector multiplied by $\epsilon(R)$. This is $T_{2g}$.

The letters $A$ and $T$ denote dimension one and three. The subscripts $g$ and $u$ denote even and odd under inversion $\mathbf s\to-\mathbf s$. The numbers 1 and 2 record the sign, plus or minus, of the trace of the transformation for a quarter-turn. For a quarter-turn about $z$ one axis is reversed, so $\epsilon=-1$, and the trace of $R$ is 1. The four traces are $1$, $1$, $-1$ and $-1$ in the order of the list, which agrees with the labels.

The triplets cannot be broken into smaller invariant sets. Suppose that an invariant set contains a vector with a nonzero $x$ component. Reverse the $x$ axis and subtract the result from the original: what remains points along $x$. Permutations then give $y$ and $z$, so the set is the whole triplet. The extra factor $\epsilon(R)$ in $T_{2g}$ changes only overall signs, and the same argument holds. The four species are mutually distinct, because they differ in dimension or in behaviour under inversion. Thus

$$\Gamma_{\text{Si–H}}=A_{1g}+A_{2u}+T_{1u}+T_{2g},\qquad 1+1+3+3=8 .$$

### 4. The same result by counting fixed corners

A second route uses a standard theorem for finite groups. If $\chi(R)$ is the trace of the matrix by which $R$ acts on a set of coordinates, the number of times that species $\Gamma$ occurs is

$$n_\Gamma=\frac1{48}\sum_R\chi_\Gamma(R)\,\chi(R).$$

The characters are real here. For the stretches, $\chi(R)$ is the number of corners that stay in place. The identity fixes 8. Each of the eight third-turns about a body diagonal fixes the 2 corners on its axis. Each of the six mirrors through opposite edges, such as $x\leftrightarrow y$, fixes 4. All other operations fix none.

For these three kinds of operation $\epsilon=1$, while the trace of $R$ is 3, 0 and 1. Hence

$$n_{A_{1g}}=n_{A_{2u}}=\frac{8+8\cdot2+6\cdot4}{48}=1,$$

$$n_{T_{1u}}=n_{T_{2g}}=\frac{3\cdot8+0+6\cdot4}{48}=1 .$$

The dimensions already add up to eight, so no other species occurs.

### 5. How coupling separates the levels

Let $m_r$ be the reduced mass of a Si–H bond and $Q_i=\sqrt{m_r}\,q_i$. In a model that contains the stretches alone, the harmonic potential is $\frac12\sum_{ij}K_{ij}Q_iQ_j$, and the eigenvalues of $K$ are the squared angular frequencies. It is convenient to use the matrix

$$N=\frac{\sqrt K}{2\pi c_0},$$

where $c_0$ is the speed of light. The eigenvalues of $N$ are wavenumbers. Since $K$ is unchanged by every symmetry operation, so is its positive square root.

Symmetry leaves four independent entries in $N$: a diagonal term $f$, and couplings $a$, $b$ and $c$ between bonds at corners joined by an edge, a face diagonal and a body diagonal. Each corner has respectively 3, 3 and 1 such partners. They are reached by reversing one, two or three signs.

A product pattern responds simply to such reversals. It changes sign if an odd number of its own factors are reversed, and otherwise stays the same. For $s_x$, one edge step reverses the factor and two do not, which gives $-a+2a=a$. Two face-diagonal steps reverse it and one does not, which gives $-b$. The body diagonal gives $-c$. For $s_xs_y$, the edge steps give $-2a+a=-a$. Of the face-diagonal steps, one reverses both factors and two reverse a single factor, which gives $b-2b=-b$. The body diagonal reverses both and gives $+c$. For $s_xs_ys_z$ the signs are $-,+,-$ for all steps of each kind. Therefore

$$\begin{aligned}
\nu_{A_{1g}}&=f+3a+3b+c,\\
\nu_{T_{1u}}&=f+a-b-c,\\
\nu_{T_{2g}}&=f-a-b+c,\\
\nu_{A_{2u}}&=f-3a+3b-c .
\end{aligned}$$

If the bonds are uncoupled, the four levels coincide at $f$. Symmetry fixes the patterns and the degeneracies; the order of the levels depends on the couplings.

The relations can be inverted. Adding the four lines with weights $1,3,3,1$ removes $a$, $b$ and $c$. The other combinations follow in the same way:

$$\begin{aligned}
8f&=\nu_{A_{1g}}+3\nu_{T_{1u}}+3\nu_{T_{2g}}+\nu_{A_{2u}},\\
8a&=\nu_{A_{1g}}+\nu_{T_{1u}}-\nu_{T_{2g}}-\nu_{A_{2u}},\\
8b&=\nu_{A_{1g}}-\nu_{T_{1u}}-\nu_{T_{2g}}+\nu_{A_{2u}},\\
8c&=\nu_{A_{1g}}-3\nu_{T_{1u}}+3\nu_{T_{2g}}-\nu_{A_{2u}} .
\end{aligned}$$

Any four stretch levels of these species can thus be expressed by four effective parameters, even when the calculation that produced them included motion of the cage.

### 6. The dipole produced by each pattern

Let $\mathbf p$ be the electric dipole moment of the cage. Stretching one bond moves nuclei and also redistributes electrons throughout the cage. The direction of the resulting dipole is nevertheless fixed by symmetry. The corner $(1,1,1)$ is left in place by the six pure permutations of the axes. The vector $\partial\mathbf p/\partial Q_i$ for that bond must also be unchanged by them, so its three components are equal and it lies along $\mathbf n_i$. Other operations carry this bond to the remaining corners, so one constant $g$ serves for all:

$$\frac{\partial\mathbf p}{\partial Q_i}=g\,\mathbf n_i .$$

For a normalised pattern $w$ the bond coordinates are $Q_i=w_iQ$, and

$$\frac{\partial\mathbf p}{\partial Q}=g\sum_i\mathbf n_iw_i .$$

Take the species in turn. For $A_{1g}$ the outward vectors cancel in opposite pairs. For $T_{2g}$, component $\alpha$ of the sum contains $s_\alpha$ times two signs; whether or not $s_\alpha$ repeats one of them, an unpaired sign remains and the sum vanishes. For $A_{2u}$, multiplication by $s_\alpha$ leaves two unpaired signs, and again the sum vanishes. For the $x$ member of $T_{1u}$,

$$\frac{\partial p_x}{\partial Q_x}=g\sum_{\mathbf s}\frac{s_x}{\sqrt3}\frac{s_x}{\sqrt8}
=\frac{8g}{\sqrt{24}}=g\sqrt{\frac83},$$

while the $y$ and $z$ components are zero. Each member of the triplet has strength $8g^2/3$, where strength means $|\partial\mathbf p/\partial Q|^2$ summed over directions. The triplet has total strength $8g^2$.

This equals the total for eight uncoupled bonds, since each $g\mathbf n_i$ has squared length $g^2$. Coupling has moved the absorption into three of the eight modes without changing the total.

The strength measures absorption for the following reason. The rate of energy absorption in a given light field is proportional to $\omega|\langle1|\mathbf p|0\rangle|^2$, integrated over the line. For a harmonic mode $\langle1|Q|0\rangle=\sqrt{\hbar/2\omega}$, so this quantity becomes $\frac{\hbar}{2}|\partial\mathbf p/\partial Q|^2$. The frequency cancels.

### 7. The rule for the whole cage

Real stretching modes contain some motion of silicon and oxygen, and the real potential is not harmonic. The rule needs neither simplification. Let the vibrational ground state be unchanged by all operations, and consider its dipole matrix element with an excited state.

If the excited state is even under inversion, the matrix element changes sign under inversion because $\mathbf p$ is odd. It must also be unchanged, and so it vanishes. This excludes $A_{1g}$ and $T_{2g}$.

An $A_{2u}$ state is unchanged by a half-turn about $z$, since two axes are reversed and $\epsilon=1$. The same half-turn reverses $p_x$ and $p_y$, so their matrix elements vanish. A half-turn about $x$ excludes $p_z$. No component remains. A $T_{1u}$ state transforms as $\mathbf p$ itself and is allowed.

This argument uses only inversion and half-turns about the three axes. It therefore survives in the smaller group $T_h$, which keeps all axis reversals but only the cyclic permutations. The four species also remain distinct there, because sign reversals and cyclic permutations suffice for the argument that a triplet cannot be broken up.

### 8. What Raman scattering adds

The bond derivative of the symmetric polarizability tensor must likewise be unchanged by permutations of the axes at corner $(1,1,1)$. Its three diagonal elements are equal, and so are its off-diagonal elements. At a general corner it has the form

$$\frac{\partial\alpha_{\beta\gamma}}{\partial Q_i}=\alpha_0\delta_{\beta\gamma}+\alpha_1n_{i\beta}n_{i\gamma}.$$

Both terms are even under inversion, so summation with a $T_{1u}$ or $A_{2u}$ pattern gives zero. The $A_{1g}$ pattern gives $\sqrt8(\alpha_0+\alpha_1/3)\delta_{\beta\gamma}$. The pattern $s_ys_z/\sqrt8$ gives only the $yz$ element, equal to $\sqrt8\,\alpha_1/3$. Off resonance, $A_{1g}$ and $T_{2g}$ are therefore Raman active, unless these coefficients happen to vanish. The $A_{2u}$ fundamental is absent from both spectra.

## Part II. A numerical cage and the limits of the rule

### 9. Symbols and results carried forward

The corners are $\mathbf s=(\pm1,\pm1,\pm1)$ and the bond directions are $\mathbf n=\mathbf s/\sqrt3$. The normalised patterns are $1$, $s_\alpha$, $s_\alpha s_\beta$ and $s_xs_ys_z$, each divided by $\sqrt8$; they belong to $A_{1g}$, $T_{1u}$, $T_{2g}$ and $A_{2u}$. The effective wavenumber matrix has diagonal $f$ and couplings $a$, $b$, $c$ along edges, face diagonals and body diagonals. Each bond has reduced mass $m_r$ and contributes $g\mathbf n_i$ to the dipole derivative. The speed of light is written $c_0$. In the symmetric cage the total infrared strength $8g^2$ belongs to $T_{1u}$.

Part I has shown that the eight Si–H stretches form $A_{1g}+A_{2u}+T_{1u}+T_{2g}$, and that of their fundamentals only $T_{1u}$ is allowed in electric-dipole absorption. What remains is to work through a numerical cage and to see how far the rule holds when other transitions, isotopes, lost bonds and disorder are considered.
